# Long-range charge transfer in constrained and time-dependent density functional theory

**Q:** I compute the energy for moving one electron from a donor D to an acceptor A. With a semilocal functional, constrained DFT gives a value that rises as I separate the molecules. Adiabatic TDDFT gives a value that hardly moves. What does the constrained calculation do?

**A:** It finds the lowest energy under the condition that the acceptor side holds a prescribed number of electrons \(N_c\). Let \(w(\mathbf r)\) be a weight equal to 1 around A and 0 around D, and let \(E[n]\) be the energy functional at fixed nuclei. Define

\[
W(\lambda)=\min_n\Big\{E[n]+\lambda\Big(\int w\,n\,d\mathbf r-N_c\Big)\Big\}.
\]

When \(\lambda\) changes, the minimizing density changes too, but at a minimum that costs nothing to first order. Only the explicit \(\lambda\) contributes:

\[
\frac{dW}{d\lambda}=\int w\,n\,d\mathbf r-N_c .
\]

Where this vanishes, the constraint holds and \(W=E[n]\). Any other density \(n'\) obeying the constraint has \(E[n']=E[n']+\lambda\cdot 0\ge W=E[n]\), so \(n\) is the constrained minimum. The reported energy is \(E[n]\), without the \(\lambda\) term.

**Q:** Doesn't the extra potential \(\lambda w\) distort the molecules?

**A:** Not at large separation. There \(w\) is constant over each fragment, and a constant potential shifts levels without changing orbitals. A suitable negative \(\lambda\) lowers the acceptor levels until the state D⁺A⁻ is the one obtained by filling levels from the bottom.

**Q:** Then what energy comes out?

**A:** I use Gaussian units, with \(e>0\), and assume negligible overlap. The kinetic energy is then a sum over fragments. So is the semilocal exchange-correlation energy: its integrand at a point depends on the density and its gradient there, and at each point one fragment density is negligible. What couples the fragments is electrostatics. With nuclei and electrons together in the charge densities \(\rho_D,\rho_A\), whose total charges are \(Q_D,Q_A\),

\[
\iint\frac{\rho_D(\mathbf r)\rho_A(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=\frac{Q_DQ_A}{R}+\dots
\]

For the neutral pair this leading term is zero. For D⁺A⁻ it is \((+e)(-e)/R=-e^2/R\). It depends on the charges alone, so to this order each ion relaxes as if isolated. Define

\[
I_D=E_D(N_D-1)-E_D(N_D),\qquad A_A=E_A(N_A)-E_A(N_A+1).
\]

Subtracting the neutral energy gives

\[
\begin{aligned}
\Delta E&=E_D(N_D-1)+E_A(N_A+1)-\frac{e^2}{R}-E_D(N_D)-E_A(N_A)\\
&=I_D-A_A-\frac{e^2}{R}.
\end{aligned}
\]

Corrections start at \(R^{-2}\) if an ion has a dipole about the point from which \(R\) is measured, and at \(R^{-3}\) or higher order otherwise. Here \(I_D\) and \(A_A\) are total-energy differences of the chosen functional, and they keep its errors.

**Q:** TDDFT uses the same functional. Why doesn't it find the same energy?

**A:** It asks how the ground state responds to a weak disturbance. Take a closed-shell ground state and one pair of real orbitals: the highest occupied \(\varphi_D\) and the lowest empty \(\varphi_A\), with \(\Delta\varepsilon=\varepsilon_A-\varepsilon_D\). Apart from a common phase, the disturbed orbital is \(\varphi_D+c(t)\varphi_A\), with small \(c\). To first order each spin density changes by

\[
\delta n_\sigma=\varphi_D\varphi_A\,(c+c^*).
\]

In a singlet excitation both spins change alike. The induced potential is the Hartree response to both spins plus the exchange-correlation response. The latter is instantaneous, because the approximation is adiabatic. For a local functional, its matrix element between \(\varphi_A\) and \(\varphi_D\) is \(K(c+c^*)\), where

\[
K=\iint\varphi_D\varphi_A(\mathbf r)\Big[\frac{2e^2}{|\mathbf r-\mathbf r'|}+(f_{\uparrow\uparrow}+f_{\uparrow\downarrow})\,\delta(\mathbf r-\mathbf r')\Big]\varphi_D\varphi_A(\mathbf r')\,d\mathbf r\,d\mathbf r'
\]

and \(f_{\sigma\sigma'}=\partial v_{xc,\sigma}/\partial n_{\sigma'}\). Projecting the time-dependent Kohn–Sham equation on \(\varphi_A\) gives

\[
i\hbar\dot c=\Delta\varepsilon\,c+K(c+c^*).
\]

Write \(c=a+ib\). The imaginary part is \(\hbar\dot a=\Delta\varepsilon\,b\), and the real part is \(-\hbar\dot b=(\Delta\varepsilon+2K)a\). Differentiating the first and inserting the second,

\[
\hbar^2\ddot a=-\Delta\varepsilon(\Delta\varepsilon+2K)\,a
\quad\Rightarrow\quad
\Omega^2=\Delta\varepsilon^2+2\Delta\varepsilon K ,
\]

where \(\Omega\) is the excitation energy. Every term of \(K\) contains the product \(\varphi_D\varphi_A\), which becomes exponentially small as the fragments separate. The matrix elements that couple this pair to any other orbital pair contain the same product as one factor, so they vanish too. Hence \(\Omega\to\Delta\varepsilon\).

**Q:** Could a large kernel \(f\) rescue the coupling where the density is tiny?

**A:** Not for local exchange. In three dimensions \(|f|\propto n_\sigma^{-2/3}\). Since \(n_\sigma\ge\varphi_D^2\), the integrand \(\varphi_D^2\varphi_A^2|f|\) is at most a constant times \(|\varphi_D|^{2/3}\varphi_A^2\), which is still exponentially small. A kernel that diverges more strongly would need its own examination.

**Q:** What would supply the missing attraction?

**A:** Nonlocal exchange would. Its potential contains the density matrix, whose first-order change for one spin is

\[
\delta\rho(\mathbf r,\mathbf r')=c\,\varphi_A(\mathbf r)\varphi_D(\mathbf r')+c^*\varphi_D(\mathbf r)\varphi_A(\mathbf r').
\]

The matrix element of the induced exchange potential is

\[
-\iint\varphi_A(\mathbf r)\,\delta\rho(\mathbf r,\mathbf r')\frac{e^2}{|\mathbf r-\mathbf r'|}\varphi_D(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

The \(c\) part is \(-cJ\), with

\[
J=\iint\varphi_A^2(\mathbf r)\frac{e^2}{|\mathbf r-\mathbf r'|}\varphi_D^2(\mathbf r')\,d\mathbf r\,d\mathbf r'\to\frac{e^2}{R}.
\]

The \(c^*\) part again contains overlap products. The equation of motion becomes \(i\hbar\dot c=(\Delta\varepsilon-J)c\) at long range, where \(\Delta\varepsilon\) is now the level difference computed with nonlocal exchange, not the semilocal one. This \(J\) pairs each orbital with itself, so it survives without overlap.

**Q:** I still find it odd that one functional knows about the attraction in one calculation and not in the other.

**A:** Move only a fraction \(q\) of an electron, using fractional orbital occupations. The fragments carry charges \(+qe\) and \(-qe\), so, leaving out higher multipoles,

\[
E(q)=E_D(N_D-q)+E_A(N_A+q)-\frac{q^2e^2}{R}.
\]

The slope follows from Janak's theorem, \(\partial E/\partial f_i=\varepsilon_i\) for occupation \(f_i\). The explicit derivative of the energy is the expectation value of the Kohn–Sham Hamiltonian in orbital \(i\), which is \(\varepsilon_i\). Changes of the orbitals add \(\sum_j f_j\varepsilon_j\,\delta\langle\varphi_j|\varphi_j\rangle=0\), because the orbitals stay normalized. Therefore

\[
\frac{dE}{dq}=\varepsilon_A(q)-\varepsilon_D(q),\qquad
E(1)-E(0)=\int_0^1[\varepsilon_A(q)-\varepsilon_D(q)]\,dq .
\]

The Coulomb term contributes \(-2qe^2/R\) to the slope. That is zero at \(q=0\), but its integral from 0 to 1 is \(-e^2/R\). Long-range TDDFT returns the initial slope; constrained DFT returns the whole energy change. The fragment terms differ as well, because the levels move while they are being emptied or filled.

**Q:** Can you show this on a case where the right answer is known?

**A:** Take two electrons in one dimension, repelling as \(e^2/\sqrt{u^2+a^2}\) at distance \(u\), with \(a=1\) bohr. The donor at \(x=0\) has the potential \(-2e^2/\sqrt{x^2+s^2}\), \(s=0.7\) bohr, and holds both electrons. The acceptor is an empty neutral well, \(-(\hbar^2/mb^2)\,\mathrm{sech}^2[(x-R)/b]\), with \(b=1\) bohr. For \(\varphi\propto\mathrm{sech}[(x-R)/b]\) one has \(\varphi''=(1-2\,\mathrm{sech}^2)\varphi/b^2\), so its level is \(-\hbar^2/(2mb^2)=-0.5\) Ha.

The functional is local exchange without correlation. In a uniform gas of spin density \(n\), the density matrix is \(\sin(\pi nu)/(\pi u)\), and the exchange energy per length is

\[
e_x=-\frac12\int\frac{e^2}{\sqrt{u^2+a^2}}\Big[\frac{\sin(\pi nu)}{\pi u}\Big]^2du .
\]

Its derivative with respect to \(n\) is

\[
v_x=-\frac12\int\frac{e^2}{\sqrt{u^2+a^2}}\frac{\sin(2\pi nu)}{\pi u}\,du .
\]

Insert \(1/\sqrt{u^2+a^2}=(2/\pi)\int_0^\infty K_0(ka)\cos(ku)\,dk\), where \(K_0\) is a modified Bessel function. The \(u\) integral equals 1 for \(k<2\pi n\) and 0 for larger \(k\). With \(t=ka\),

\[
v_x=-\frac{e^2}{\pi a}\int_0^{2\pi an}K_0(t)\,dt,\qquad
f_{\uparrow\uparrow}=-2e^2K_0(2\pi an),\qquad f_{\uparrow\downarrow}=0 .
\]

This kernel grows only logarithmically at low density.

I solved the Kohn–Sham equations on a grid of spacing 0.3 bohr, the response equations with all orbital pairs of that grid, and the two-electron Schrödinger equation on the same grid by Lanczos iteration. Energies in hartree are:

| \(R\) (bohr) | constrained DFT | TDDFT | exact singlet |
|---|---|---|---|
| 12 | 0.6318 | 0.3896 | 0.6408 |
| 18 | 0.6599 | 0.3894 | 0.6688 |
| 24 | 0.6738 | 0.3893 | 0.6828 |

At 24 bohr these are 18.3, 10.6 and 18.6 eV.

**Q:** Do the separate fragments account for these columns?

**A:** Yes. Separate calculations with the functional give \(I_D=1.1812\) Ha and \(A_A=0.4657\) Ha. At 24 bohr,

\[
1.1812-0.4657-\tfrac1{24}=0.7155-0.0417=0.6738\ \text{Ha}.
\]

The donor's occupied level is \(-0.8893\) Ha, so the orbital difference is \(-0.5000+0.8893=0.3893\) Ha. The small drift of the TDDFT column comes from the neutral donor's field: expanding \(1/\sqrt{R^2+s^2}=1/R-s^2/(2R^3)+\dots\), the \(1/R\) parts of nucleus and electrons cancel and an \(R^{-3}\) tail remains.

TDDFT is too low here although it lacks an attraction. The fragment part, \(0.7155-0.3893=0.3262\) Ha, outweighs the missing \(-0.0417\) Ha.

Constrained DFT lies 0.009 Ha below the exact singlet. The exact \(I_D\) and \(A_A\) are 1.2245 and 0.5000 Ha; the functional underestimates them by 0.0432 and 0.0343 Ha, and the difference of these errors is 0.009 Ha.

**Q:** And the coupling and the slope?

**A:** From 6 to 12 bohr, the Hartree part of \(K\) falls from \(3.1\times10^{-4}\) to \(1.8\times10^{-9}\) Ha, and the exchange part from \(-3.3\times10^{-4}\) to \(-1.7\times10^{-9}\) Ha. At 12 bohr the integral \(J\) is 0.0838 Ha, close to \(1/12=0.0833\).

Also at 12 bohr, moving \(q=10^{-4}\) and dividing the energy change by \(q\) gives 0.3894 Ha, near the TDDFT value 0.3896 Ha. Integrating the level difference over \(q\) with six Gauss points gives 0.6318 Ha, the constrained energy. In that integration a potential of \(-0.15\) Ha on the acceptor side kept its level apart from an excited donor level, and I subtracted its contribution.

**Q:** How delicate is the choice of \(\lambda\)?

**A:** Put a spin-up electron on D⁺ and a spin-down electron on A⁻. The anion raises donor levels by \(e^2/R\), and the cation lowers acceptor levels by the same amount. With isolated-ion levels, filling from the bottom requires

\[
\varepsilon_{D\uparrow}-\varepsilon_{A\uparrow}+\frac{2e^2}{R}<\lambda<\varepsilon_{D\downarrow}-\varepsilon_{A\downarrow}+\frac{2e^2}{R}.
\]

The left inequality keeps the spin-up electron on D, the right one the spin-down electron on A. At 12 bohr the upper edge is \(-0.85\) Ha. The lower edge is only nominal in this model. The formula gives \(-1.69\) Ha on my grid, but with \(\varepsilon_{D\downarrow}=-1.21\) Ha and \(|v_x|\le e^2/2a=0.5\) Ha this implies \(\varepsilon_{A\uparrow}>0.13\) Ha. The isolated anion binds no spin-up electron, so that level, and the lower edge with it, is set by the extent of the grid. I used \(\lambda=-1.27\) Ha; moving it by 0.1 Ha either way changes \(E[n]\) by less than \(10^{-6}\) Ha.

This determinant mixes singlet and triplet equally. Their splitting is an exchange integral over \(\varphi_D\varphi_A\), so it too vanishes exponentially.

**Q:** When should I distrust the constrained result?

**A:** At short distance, overlap makes the result depend on \(w\), and the fragment argument no longer holds. The functional must also bind the extra electron; here the anion level is \(-0.203\) Ha. Finally, check the reference state. If \(\varepsilon_A\) lies below \(\varepsilon_D\) in the neutral pair, the initial slope of \(E(q)\) is negative, and the semilocal ground state already transfers charge before any excitation. That ground state is then not the neutral pair, and subtracting its energy does not give \(I_D-A_A-e^2/R\). The neutral pair needs its own constraint, with a suitable positive \(\lambda\), and the fragment argument applies to the difference of the two constrained energies.
